Steady Oxygen Flux Through a Film with First-Order Scavenging

**Problem**

A flat film occupies 0 < x < L. Oxygen dissolves in it and diffuses with constant diffusivity D. A scavenger spread evenly through the film consumes dissolved oxygen at the rate kC per unit volume and time, where C(x) is the local concentration and k is a constant. The scavenger is taken as inexhaustible, so k doesn't fall with time. The upstream face is held at C = C0 and the downstream face at C = 0, as when a gas stream sweeps away whatever emerges.

By what factor does the scavenger multiply the steady flux that leaves the downstream face, compared with the same film without scavenger and with the same face concentrations? Express it through

m = L √(k/D)

and evaluate it for m = 5.

**A tempting solution**

In the steady state, diffusion into each slice balances consumption, so D C″ = kC. With q = √(k/D), the solutions are exp(qx) and exp(−qx). Scavenging makes the concentration fall with depth, so the growing exponential is discarded:

C(x) = C0 exp(−qx).

The flux at the downstream face is then

−D C′(L) = D q C0 exp(−qL) = (D C0/L) m exp(−m).

The inert film transmits D C0/L, so the factor would be m exp(−m), which is 0.0337 at m = 5.

**Where it fails**

The differential equation is right, but the solution misses a boundary condition. At the downstream face it gives C(L) = C0 exp(−m), not zero. At m = 5 this is less than one percent of C0, which makes it look harmless. The transmitted flux, however, is set by the concentration gradient near that face, where the whole concentration is of this same small order. An error that is small relative to C0 need not be small relative to what gets through.

Weak scavenging exposes the fault more plainly. As k → 0 the factor must tend to 1, because the film becomes the inert film. The expression m exp(−m) tends to 0. The discarded exponential belongs in a film of finite thickness; dropping it is justified for a half-space, where C must stay bounded as x → ∞.

**The right solution**

Let J = −D C′ be the flux, positive towards increasing x. For a slice between x and x + dx, per unit area, inflow minus outflow equals consumption:

J(x) − J(x + dx) = kC dx, hence J′ = −kC.

Substituting J = −D C′ gives −D C″ = −kC, that is,

C″ = q²C, with q = √(k/D) and qL = m.

The flux varies through the film, so "the flux" has no meaning until a face is named. Here it is the one at x = L.

For k = 0 the equation is C″ = 0. The profile is the straight line C0(1 − x/L), and the flux is

J0 = D C0/L.

For k > 0 it helps to measure distance from the downstream face, since the condition there is the simple one. The general solution is

C(x) = A sinh[q(L − x)] + B cosh[q(L − x)].

At x = L the hyperbolic sine is 0 and the hyperbolic cosine is 1, so C(L) = B, and the downstream condition gives B = 0. At x = 0 the upstream condition gives A sinh m = C0. Therefore

C(x) = C0 sinh[q(L − x)] / sinh m.

Differentiating brings down a factor −q from the argument, which cancels the minus sign in J = −D C′:

J(x) = D q C0 cosh[q(L − x)] / sinh m.

Since q = m/L, the prefactor is D q C0 = m J0. At x = L the hyperbolic cosine is 1, so

J_out / J0 = m / sinh m.

This is the required factor. At m = 5, sinh m = 74.2032, and

J_out / J0 = 5 / 74.2032 = 0.0674.

The transmitted flux is 14.8 times smaller than in the inert film, a reduction of 93.3 percent. The flux is multiplied by m/sinh m; the fraction removed is 1 − m/sinh m.

**What happens at the other face**

At x = 0 the same flux formula gives

J_in / J0 = m cosh m / sinh m = m coth m,

which is 5.0005 at m = 5. The scavenger makes the film draw in about five times as much oxygen as the inert film while letting far less through. The difference is what is consumed. Integrating kC over the film,

∫ kC dx = (k C0 / (q sinh m)) (cosh m − 1),

and k/q = Dq, so this equals m J0 (cosh m − 1)/sinh m = J_in − J_out, as it must. Of the oxygen that enters, the fraction J_out/J_in = 1/cosh m emerges, about 1.3 percent at m = 5.

**Weak and strong scavenging**

For small m, sinh m ≈ m + m³/6, so

J_out / J0 ≈ 1/(1 + m²/6) ≈ 1 − m²/6.

Multiplying by cosh m ≈ 1 + m²/2 and keeping terms up to m² gives

J_in / J0 ≈ 1 + m²/3.

The consumption is the difference, m²J0/2. To this order, one third of it is taken from the transmitted flux, and two thirds is supplied by extra intake. Counting the oxygen consumed therefore overstates the protection given to the far side.

For large m, write sinh m = (exp(m)/2)(1 − exp(−2m)). Then

J_out / J0 = 2m exp(−m) / (1 − exp(−2m)) ≈ 2m exp(−m).

At m = 5 the approximation gives 0.067379, against 0.067383 for the full expression. The tempting answer is half of this. Exactly at the downstream face, the missing exponential cancels the concentration and, for large m, doubles its gradient. Relative to the decaying exponential, the growing one has size exp[−2q(L − x)], so both effects fade over a distance of about 1/(2q) into the film.

**If oxygen is present downstream**

Let the downstream face be held at C_L instead of zero. Then B = C_L, and the upstream condition reads A sinh m + C_L cosh m = C0, so

A = (C0 − C_L cosh m) / sinh m.

At x = L the derivative of the hyperbolic cosine term vanishes, leaving J_out = DqA, or

J_out / J0 = (m / sinh m) [1 − (C_L/C0) cosh m].

Here J0 is still D C0/L, the flux of the inert film with zero downstream concentration. The outflow stops at C_L/C0 = 1/cosh m and reverses above it: the film then removes oxygen from the downstream side too.

This also accounts for the wrong answer. Setting C_L/C0 = exp(−m) and using exp(−m) cosh m = (1 + exp(−2m))/2, the bracket becomes (1 − exp(−2m))/2 = exp(−m) sinh m. The result is m exp(−m). The tempting solution answers a different question, in which a small amount of oxygen is maintained at the downstream face.

**A packaging film in numbers**

Consider a polyester film 100 µm thick with air on one side, using rough typical values D = 5×10⁻⁹ cm²/s and an oxygen solubility of 0.07 cm³(STP)/(cm³ atm). At an oxygen pressure of 0.21 atm,

C0 = 0.07 × 0.21 = 0.0147 cm³(STP)/cm³.

The rate constant k = 1.25×10⁻³ s⁻¹ is a model value chosen to give m = 5:

m² = k L²/D = 1.25×10⁻³ × (0.01)² / (5×10⁻⁹) = 25.

The inert flux is D C0/L = 7.35×10⁻⁹ cm³(STP)/(cm² s). Multiplying by 10⁴ cm²/m² and 86400 s/day gives 6.35 cm³(STP)/(m² day). With scavenger, the transmitted flux is

6.35 × 0.0674 = 0.428 cm³(STP)/(m² day),

while the intake is 31.75 in the same unit.

The steady state is reached quickly. A deviation w from it obeys ∂w/∂t = D w″ − kw and vanishes at both faces. Its slowest mode, sin(πx/L), decays at the rate k + π²D/L², which corresponds to a time of 9.56 min. This is the time constant of the final approach, not the time the outflow needs to build up. In a film that starts free of oxygen, with unlimited scavenger, the outflow after 9.56 min is still below 1 percent of its steady value. It reaches 63 percent at about 28 min and 99 percent at about 64 min, and the factor after 2 h is 0.0674.

**How far a real film departs from the model**

The diffusivity and solubility are of the right order for polyester, but k depends on the scavenger and its loading, and the value here represents no particular product. Real scavengers may also need activation and need not follow first-order kinetics. The assumption they certainly break is inexhaustibility. Suppose the film can bind 20 cm³(STP) of oxygen per cm³, an assumed capacity, and that the local rate is proportional to the scavenger remaining. At the upstream face, where C stays at C0, the remaining fraction decays exponentially with the time constant

20 / (1.25×10⁻³ × 0.0147) s = 12.6 days.

With the downstream face still at zero concentration, the calculated transmission factor rises from 0.067 to 0.086 after 10 days and 0.163 after 40 days. It has doubled after about 30 days. For this capacity, m/sinh m describes the fresh film, not its performance over months.

A closed package breaks the zero-concentration condition instead. With fresh scavenger, inflow stops when the package oxygen pressure reaches 0.21/cosh 5 = 0.00283 atm. For a headspace 1 cm deep, initially free of oxygen, that pressure corresponds to about 26 cm³(STP) per m² of film at 296 K. Because the inflow falls linearly with the oxygen pressure, the approach is exponential, with time constant 26/0.428 ≈ 61 days. Depletion acts on a similar time scale, so a prediction for a stored package would have to treat both together.

Temperature changes D and k by different amounts. With assumed activation energies of 45 kJ/mol for D and 70 kJ/mol for k, cooling from 296 K to 278 K lowers m to 3.60 and raises the transmission factor to 0.197. The transmitted flux nevertheless falls slightly, to 0.383 cm³(STP)/(m² day), because slower diffusion reduces the inert flux by more than the factor rises. Solubility and oxygen pressure are held fixed in this comparison, and the direction of the change depends on that. The solubility does not enter m, but the flux is proportional to it, and oxygen typically becomes more soluble in a glassy polyester on cooling. A rise of 12 percent, which corresponds to a heat of solution of about −4 kJ/mol, cancels the fall. With −10 kJ/mol the cold flux would be 0.498, higher than at 296 K.

Uneven loading matters because the protected area transmits so little. If 1 percent of the area has no scavenger, in patches much wider than the film is thick, the two kinds of area conduct in parallel:

0.01 × 6.35 + 0.99 × 0.428 = 0.487 cm³(STP)/(m² day).

This is 13.8 percent more than for the uniform film. It is the limit for wide patches. Sideways diffusion into the loaded material lowers the excess to about 13.3 percent for bare stripes ten film thicknesses wide and to about 8.5 percent for stripes one thickness wide.

Computed results

```
Film thickness L: 100 um
Oxygen diffusivity D: 5.0e-09 cm2/s
Scavenging rate constant k: 1.25e-03 1/s
Oxygen solubility: 0.07 cm3(STP)/(cm3 atm)
Upstream oxygen pressure: 0.21 atm
Upstream concentration C0: 0.0147 cm3(STP)/cm3
m = L sqrt(k/D): 5.0000 (dimensionless)
sinh(m): 74.2032 (dimensionless)
Transmission factor m/sinh(m): 0.067383 (dimensionless)
Same factor by numerical integration: 0.067383
Strong-scavenging limit 2m exp(-m): 0.067379
Inverse factor sinh(m)/m: 14.841 (dimensionless)
Reduction of transmitted flux: 93.26 percent
Inlet flux factor m coth(m): 5.0005
Inert film flux: 6.350 cm3(STP)/(m2 day)
Transmitted flux with scavenger: 0.428 cm3(STP)/(m2 day)
Inlet flux with scavenger: 31.75 cm3(STP)/(m2 day)
Slowest transient time: 9.56 min
Factor reached after 2 h, time-dependent run: 0.06742
Assumed scavenger capacity: 20 cm3(STP)/cm3
Scavenger 1/e time at upstream face: 12.6 days
Transmission factor after 10 days of depletion: 0.0863
Transmission factor after 20 days of depletion: 0.1086
Transmission factor after 30 days of depletion: 0.1342
Transmission factor after 40 days of depletion: 0.1632
Time at which transmission has doubled: 30.2 days
Assumed headspace depth: 1.0 cm
Ratio C_L/C0 that stops net inflow: 0.01348
Package oxygen pressure that stops inflow: 0.00283 atm
Headspace build-up time constant: 61.0 days
Room temperature: 296.15 K
Refrigerated temperature: 278.15 K
Assumed activation energy of D: 45 kJ/mol
Assumed activation energy of k: 70 kJ/mol
Refrigerated m: 3.600 (dimensionless)
Refrigerated transmission factor: 0.1969
Refrigerated transmitted flux: 0.383 cm3(STP)/(m2 day)
Assumed bare area: 1 percent
Transmitted flux with bare area: 0.487 cm3(STP)/(m2 day)
Increase due to bare area: 13.8 percent
```
